\section*{Pinning slope of MoS2 contacts from four electron Schottky barriers}

\section{Problem}

An electron entering MoS$_2$ from a metal contact without tunnelling must climb from the metal Fermi level to the conduction band edge at the contact. The height of this climb is the electron Schottky barrier $\phi$. Four metals with work functions $W$ give the following flat-band barriers, that is, barriers with no electric field left in the MoS$_2$ at the contact.

\begin{center}
\begin{tabular}{lcccc}
Metal & 1 & 2 & 3 & 4\\
$W$ (eV) & 3.5 & 4.3 & 5.0 & 5.9\\
$\phi$ (meV) & 30 & 50 & 150 & 230
\end{tabular}
\end{center}

\begin{enumerate}
\item Fit the line $\phi=SW+b$ by unweighted least squares. Give the pinning slope $S$ as a pure number.
\item Find the standard error and the 95\% interval of $S$, and see how much it depends on any one metal.
\item Compare the data with the Schottky--Mott rule $\phi=W-\chi$, taking the electron affinity as $\chi=4.0$ eV.
\item Suppose that interface states of uniform density $D$ lie across a vacuum-like gap of thickness $d=0.3$ nm from the metal. Derive the relation between $\phi$ and $W$, and find $D$ and the depth $\phi_0$ of the neutrality level below the conduction band edge.
\item Estimate how errors in $W$, ionized donors, and a contact field of 0.1 or 0.3 MV/cm would change the result. Use a donor sheet of $10^{12}$ cm$^{-2}$, an effective mass $m=0.5\,m_e$ along the emission direction and an image permittivity $\varepsilon=10\,\varepsilon_0$.
\end{enumerate}

The values of $\chi$, $d$, $m$ and $\varepsilon$ are rough.

\section{Solution}

\subsection{The least-squares line}

The fit minimizes the sum of squared vertical distances,
\begin{equation}
Q(S,b)=\sum_{i=1}^{4}(\phi_i-SW_i-b)^2 .
\end{equation}
Treating only $\phi$ as uncertain is an assumption; errors in $W$ are examined later. Since $Q$ is a sum of squares of linear expressions and the $W_i$ differ, it has a single minimum, where both derivatives vanish:
\begin{align}
\frac{\partial Q}{\partial b}=0 &\;\Rightarrow\; \sum_i(\phi_i-SW_i-b)=0,\\
\frac{\partial Q}{\partial S}=0 &\;\Rightarrow\; \sum_i W_i(\phi_i-SW_i-b)=0 .
\end{align}
Dividing the first condition by four gives $b=\bar\phi-S\bar W$, where bars denote means. With the deviations $\delta W_i=W_i-\bar W$ and $\delta\phi_i=\phi_i-\bar\phi$, the second condition becomes
\begin{equation}
\sum_i W_i(\delta\phi_i-S\,\delta W_i)=0 .
\end{equation}
The bracket sums to zero, so subtracting $\bar W$ times that sum replaces $W_i$ by $\delta W_i$. Therefore
\begin{equation}
S=\frac{S_{xy}}{S_{xx}},\qquad
S_{xy}=\sum_i\delta W_i\,\delta\phi_i,\qquad
S_{xx}=\sum_i(\delta W_i)^2 .
\end{equation}

The means are $\bar W=4.675$ eV and $\bar\phi=115$ meV. The deviations are $-1.175$, $-0.375$, $0.325$, $1.225$ eV and $-85$, $-65$, $35$, $115$ meV. Hence
\begin{align}
S_{xy}&=99.875+24.375+11.375+140.875=276.5\ \text{meV\,eV},\\
S_{xx}&=1.3806+0.1406+0.1056+1.5006=3.1275\ \text{eV}^2,\\
S&=\frac{276.5}{3.1275}=88.4\ \text{meV/eV}=0.088 .
\end{align}
The last step uses $1$ meV $=10^{-3}$ eV. The intercept is
\begin{equation}
b=115-88.41\times4.675=-298.3\ \text{meV}.
\end{equation}
The line through the two end points gives a quick comparison: $200$ meV over $2.4$ eV is $0.083$.

Within the range of the data, the fitted barrier rises by about 88 meV when the work function rises by 1 eV. The intercept belongs to $W=0$ and has no direct physical meaning. The line reaches zero barrier at $W=298.3/88.41=3.37$ eV, just below the lowest work function in the set, and should not be used as a barrier law below that point.

\subsection{How well four points determine the slope}

The fitted barriers are 11.1, 81.8, 143.7 and 223.3 meV. The residuals, data minus fit, are $18.9$, $-31.8$, $6.3$ and $6.7$ meV. The sum of their squares, before rounding, is $Q_{\min}=1454.8$ meV$^2$.

Suppose that the errors in $\phi$ are independent, with mean zero and common variance $\sigma^2$. Regard the four errors as a vector. The directions $(1,1,1,1)/2$ and $(\delta W_1,\ldots,\delta W_4)/\sqrt{S_{xx}}$ are orthogonal unit vectors, because $\sum_i\delta W_i=0$. Fitting a constant and a slope removes the components along these two directions. The residuals retain the other two components, each of variance $\sigma^2$, so the mean of $Q_{\min}$ is $2\sigma^2$. The estimate of the scatter is therefore
\begin{equation}
s=\sqrt{\frac{Q_{\min}}{4-2}}=\sqrt{727.4}=27.0\ \text{meV}.
\end{equation}

Because $\sum_i\delta W_i\bar\phi=0$, the slope can be written as $S=\sum_i(\delta W_i/S_{xx})\phi_i$. Independent errors add in variance, which gives
\begin{equation}
\operatorname{var}S=\sigma^2\sum_i\frac{(\delta W_i)^2}{S_{xx}^2}
=\frac{\sigma^2}{S_{xx}} .
\end{equation}
Replacing $\sigma$ by $s$ gives the standard error
\begin{equation}
\Delta S=\frac{27.0}{\sqrt{3.1275}}=15.3\ \text{meV/eV}=0.015 .
\end{equation}

For a 95\% interval the errors are also taken to be normal. The error of the slope, divided by its true standard deviation, is then a standard normal variable $Z$. It is independent of $V=Q_{\min}/\sigma^2$, the sum of squares of two other standard normal variables, for which $P(V>v)=e^{-v/2}$. Since $s/\sigma=\sqrt{V/2}$, the probability that the true slope lies within $t\,\Delta S$ of the fitted one is
\begin{align}
P\!\left(|Z|<t\sqrt{V/2}\right)
&=P\!\left(V>\frac{2Z^2}{t^2}\right)
=\left\langle e^{-Z^2/t^2}\right\rangle\nonumber\\
&=\int_{-\infty}^{\infty}\frac{dz}{\sqrt{2\pi}}\,
e^{-z^2(1/2+1/t^2)}
=\frac{t}{\sqrt{t^2+2}} .
\end{align}
Setting this equal to $0.95$ gives $t^2=2(0.95)^2/[1-(0.95)^2]$, or $t=4.303$. The interval is
\begin{equation}
S=0.088\pm4.303\times0.0153,\qquad 0.023<S<0.154 .
\end{equation}
In simulated data sets with normal scatter of 27.0 meV about the fitted line, intervals built in this way contained the true slope in a fraction 0.951 of cases.

The factor 4.303 is large because two degrees of freedom determine the scatter poorly. The data support a slope well below one, but they do not fix its second decimal place. Omitting metals 1, 2, 3 and 4 in turn gives $S=0.111$, $0.083$, $0.087$ and $0.079$. Metal 1 matters most: it lies above the line at the low-$W$ end and so holds the slope down.

\subsection{Comparison with the Schottky--Mott rule}

If the vacuum levels of metal and semiconductor align at the contact, the conduction band edge lies $W-\chi$ above the metal Fermi level. This is the Schottky--Mott rule, with slope one. For the four metals it gives $-0.5$, $0.3$, $1.0$ and $1.9$ eV; the negative value means that there is no barrier. From metal 2 to metal 4, where the predicted barriers are positive, the rule gives a rise of 1.6 eV, whereas the data rise by 0.18 eV. Any $\chi$ below 4.3 eV keeps these three predictions positive and leaves their rise unchanged, so a modest error in $\chi$ cannot explain the disagreement.

\subsection{A model of the pinning}

Measure electron energies from the metal Fermi level. The metal vacuum level is at $W$. On the semiconductor side the conduction band edge is at $\phi$ and the vacuum level at $\phi+\chi$. The vacuum level therefore rises across the gap by
\begin{equation}
\Delta=\phi+\chi-W .
\end{equation}

The interface states are neutral when filled up to a level $\phi_0$ below the band edge, at energy $\phi-\phi_0$. They are actually filled up to the Fermi level, at energy zero, if thermal smearing is ignored. The number of extra electrons per area is $D(\phi_0-\phi)$, and their charge is $-eD(\phi_0-\phi)$. For $\phi<\phi_0$ this charge is negative, and the metal surface carries the opposite charge. By Gauss's law the gap field points from the metal to the semiconductor, with magnitude $eD(\phi_0-\phi)/\varepsilon_0$. The potential energy of an electron rises along the field, so
\begin{equation}
\phi+\chi-W=a(\phi_0-\phi),\qquad a=\frac{e^2Dd}{\varepsilon_0}.
\label{balance}
\end{equation}
Here energies are in joules and $D$ is per joule and area. If $D$ is counted per eV, one factor of $e$ is absorbed and $a=eDd/\varepsilon_0$ in numerical SI values.

Collecting the terms in $\phi$ gives $(1+a)\phi=W-\chi+a\phi_0$, and hence
\begin{equation}
\phi=S(W-\chi)+(1-S)\phi_0,\qquad S=\frac{1}{1+a}.
\end{equation}
Without interface states $a=0$ and $S=1$, which is the Schottky--Mott rule. For $a\to\infty$ the slope vanishes and $\phi\to\phi_0$: a small shift of the band edge then supplies enough charge to absorb any change of $W$. This is Fermi-level pinning.

Comparison with the fitted line gives $b=-S\chi+(1-S)\phi_0$, so
\begin{equation}
\phi_0=\frac{b+S\chi}{1-S}
=\frac{-298.3+353.6}{0.9116}=61\ \text{meV}.
\end{equation}
The two terms in the numerator nearly cancel. Raising $\chi$ by 0.2 eV raises $\phi_0$ to 80 meV, in accordance with $d\phi_0/d\chi=S/(1-S)$ at fixed $S$ and $b$. The scatter of the four barriers adds a standard error of about 18 meV, found from the error of the fitted line at $W=\chi+\phi_0$ divided by $1-S$. With the factor 4.303 found above, this becomes a 95\% range of roughly $\pm77$ meV. The model thus places the neutrality level near the conduction band edge, but the data do not settle whether it lies below or above that edge.

From $S=1/(1+a)$ follows $a=1/S-1=10.3$. With $D$ per eV,
\begin{equation}
D=\frac{\varepsilon_0}{ed}\left(\frac1S-1\right)
=1.9\times10^{14}\ \text{cm}^{-2}\,\text{eV}^{-1}.
\end{equation}
The ends of the 95\% interval of $S$ correspond to $1.0\times10^{14}$ and $7.9\times10^{14}$ cm$^{-2}$\,eV$^{-1}$. The slope determines the product $Dd$, not $D$ separately. It also does not show whether the states come from defects, from metal wave functions reaching into the MoS$_2$, or from chemical reaction.

\subsection{Errors in the work functions and donor charge}

The work function of a real metal surface depends on crystal face and cleanliness. Shifting each $W_i$ by $+0.2$ or $-0.2$ eV, in all sixteen combinations, and refitting gives slopes from 0.074 to 0.106. Along the fitted line, an error of 0.2 eV in $W$ corresponds to $0.2\times88.41=18$ meV in $\phi$. This is comparable to the observed scatter of 27 meV, so such errors could account for part of it.

Let the MoS$_2$ also contain $n$ ionized donors per area, treated as a positive sheet at the interface. Their charge $+en$ adds $-an/D$ to the right side of Eq.~(\ref{balance}). Solving again for $\phi$ gives the shift
\begin{equation}
\delta\phi=-\frac{a}{1+a}\frac nD=-(1-S)\frac nD=-4.8\ \text{meV}
\end{equation}
for $n=10^{12}$ cm$^{-2}$. If $n$ is the same for all four metals, the shift is common and the slope is unchanged. The same donors spread through a depleted flake shift the band edge at the contact by the same amount, because only their total charge enters the balance. They also leave a contact field $en/\varepsilon=0.18$ MV/cm, whose larger effect through image lowering and tunnelling is estimated next.

\subsection{A field at the contact}

Now let a field of magnitude $F$ push electrons away from the metal. An electron at distance $x$ is attracted by its image with force $e^2/[4\pi\varepsilon(2x)^2]$. Its potential energy relative to the flat-band edge is
\begin{equation}
U(x)=-eFx-\frac{e^2}{16\pi\varepsilon x}.
\end{equation}
The maximum satisfies $eF=e^2/(16\pi\varepsilon x^2)$, where the two terms of $U$ are equal. The top of the barrier is therefore lowered by
\begin{equation}
2eFx_m=2eF\sqrt{\frac{e}{16\pi\varepsilon F}}
=e\sqrt{\frac{eF}{4\pi\varepsilon}} .
\end{equation}
This is 38 meV at 0.1 MV/cm and 66 meV at 0.3 MV/cm. The formula assumes that the MoS$_2$ touches the metal directly. With the 0.3 nm gap of the pinning model the lowering is about 35 and 58 meV if the interface states follow the passing electron. If they do not, the image attraction is much weaker and the lowering can vanish, so these values are upper estimates for that model. A common lowering leaves every $\delta\phi_i$ and the slope unchanged, but only while all barriers survive. The first value already exceeds the barrier of metal 1, and the second exceeds those of metals 1 and 2. The field also adds $-e\varepsilon Fd/\varepsilon_0$ to the right side of Eq.~(\ref{balance}), if the same permittivity is used. This lowers the band edge itself by $Se\varepsilon Fd/\varepsilon_0$, or about 3 and 8 meV, equally for all four metals.

Electrons also tunnel below the top. Without image rounding the barrier is the triangle $\phi-eFx$. At depth $u$ below its top an electron meets a forbidden region of length $u/(eF)$, and the WKB transmission is
\begin{align}
\mathcal T(u)&=\exp\!\left[-\frac{2}{\hbar}\int_0^{u/(eF)}
\sqrt{2m(u-eFx)}\,dx\right]\nonumber\\
&=\exp\!\left[-\frac{4\sqrt{2m}\,u^{3/2}}{3\hbar eF}\right].
\end{align}
At the Fermi level and 0.1 MV/cm it is 0.08 for the 30 meV barrier and about $10^{-23}$ for the 230 meV barrier.

To see how tunnelling alone would affect a temperature measurement, keep the triangular barrier and let $E$ be the energy of motion normal to the contact, measured from the Fermi level. Integrating the Fermi function over the energy of the two transverse motions gives a supply proportional to $kT\ln(1+e^{-E/kT})$. With reverse flow neglected, the current density obeys
\begin{equation}
J\propto T\int\mathcal T\,\ln\!\left(1+e^{-E/kT}\right)dE,
\end{equation}
with $\mathcal T=1$ above the barrier top. If $\phi\gg kT$ and tunnelling is absent, the logarithm reduces to $e^{-E/kT}$ and $J\propto T^2e^{-\phi/kT}$. The apparent barrier is accordingly minus the slope of $\ln(J/T^2)$ against $1/kT$. Fits from 200 to 300 K give the following values.

\begin{center}
\begin{tabular}{ccc}
$F$ (MV/cm) & Apparent barriers (meV) & $S$\\
0 & 28.5, 48.9, 150.0, 230.0 & 0.089\\
0.1 & 9.6, 28.3, 128.9, 209.0 & 0.088\\
0.3 & $-11.4$, 0.0, 81.9, 160.7 & 0.076
\end{tabular}
\end{center}

At zero field the small differences from the input come from Fermi statistics: 30 meV is not large compared with $kT=25.9$ meV at 300 K. At 0.1 MV/cm all four apparent barriers lie 20 to 22 meV below the input values, and the slope hardly changes. For high barriers this follows from the integral. Putting $E=\phi-u$ in the exponential supply separates a factor $e^{-\phi/kT}$ from a factor that depends on $T$ and $F$ but not on $\phi$, so the lowering is common.

This separation fails when electrons near or below the Fermi level contribute, because the supply there no longer grows exponentially with depth. At 0.3 MV/cm the two low barriers are lowered less than the two high ones, and the apparent slope is 14\% below the flat-band fit. These digits depend on the WKB transmission with $\mathcal T=1$ above the top. The exact transmission of the same triangle, with a potential step of 2 to 8 eV at the metal and the same mass on both sides, moves the apparent barriers by up to about 14 meV and gives $S=0.071$ at 0.3 MV/cm, 20\% below the fit, while the slopes at 0 and 0.1 MV/cm stay at 0.089 and 0.088. The negative apparent barrier means that $J/T^2$ falls with rising temperature; it is not a negative band-edge height. The table leaves out the image force, which lowers and thins the barrier, so with it the apparent barriers in a field would be lower still. The separate shifts from image force and tunnelling should not simply be added.

\subsection{Reading the result for real contacts}

The four work functions are roughly those of scandium, titanium, nickel and platinum. The emission estimate assumes free motion normal to the contact over several nanometres, so it applies to a thick flake and not to a monolayer. A real contact need not have the uniform, unreacted interface assumed here. A reactive metal such as titanium can form a new layer, whose work function may differ from that of the clean metal. The 0.2 eV shifts indicate the size of such an effect on $S$, but do not bound it. For these data the slope is near 0.09 with a standard error of 0.015, provided that the barriers were read at flat band. The computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
work functions (eV): 3.5, 4.3, 5.0, 5.9
barriers (meV): 30, 50, 150, 230
mean work function: 4.675 eV
mean barrier: 115.0 meV
work-function deviations (eV): -1.175, -0.375, 0.325, 1.225
barrier deviations (meV): -85, -65, 35, 115
products of deviations (meV eV): 99.875, 24.375, 11.375, 140.875
squared deviations (eV^2): 1.380625, 0.140625, 0.105625, 1.500625
Sxy: 276.500 meV eV
Sxx: 3.1275 eV^2
slope: 88.41 meV/eV
pinning slope S: 0.0884
intercept b: -298.3 meV
slope through end points: 0.0833
fitted barriers (meV): 11.1, 81.8, 143.7, 223.3
residuals (meV): 18.9, -31.8, 6.3, 6.7
sum of squared residuals: 1454.8 meV^2
scatter s: 27.0 meV
standard error of S: 0.0153
Student factor, 95%, 2 degrees of freedom: 4.303
95% interval of S: 0.023 to 0.154
simulated coverage of interval: 0.951
S with metal 1, 2, 3, 4 omitted: 0.111, 0.083, 0.087, 0.079
electron affinity (rough): 4.0 eV
Schottky-Mott W - chi (eV): -0.5, 0.3, 1.0, 1.9
neutrality depth phi0: 60.7 meV
phi0 if affinity is 0.2 eV larger: 80.1 meV
contact gap (rough): 0.3 nm
interface-state density D: 1.90e+14 cm^-2 eV^-1
D at upper end of S: 1.0e+14 cm^-2 eV^-1
D at lower end of S: 7.9e+14 cm^-2 eV^-1
donor sheet: 1.0e+12 cm^-2
barrier shift by donors: -4.8 meV
work-function error tried: 0.2 eV
equivalent barrier error: 17.7 meV
S over sign combinations: 0.074 to 0.106
thermal energy at 300 K: 25.9 meV
effective mass ratio (rough): 0.5
image permittivity (rough): 10
image lowering at 0.1 MV/cm: 37.9 meV
image lowering at 0.3 MV/cm: 65.7 meV
transmission at Fermi level, 30 meV, 0.1 MV/cm: 8.13e-02
transmission at Fermi level, 230 meV, 0.1 MV/cm: 7.3e-24
apparent barriers at 0.0 MV/cm (meV): 28.5, 48.9, 150.0, 230.0
apparent S at 0.0 MV/cm: 0.0891
apparent barriers at 0.1 MV/cm (meV): 9.6, 28.3, 128.9, 209.0
apparent S at 0.1 MV/cm: 0.0883
apparent barriers at 0.3 MV/cm (meV): -11.4, -0.0, 81.9, 160.7
apparent S at 0.3 MV/cm: 0.0757
\end{verbatim}
